# Zeeman components of an alkali D2 line at arbitrary field

In a model alkali atom with nuclear spin $I=3/2$, the D2 component from $|F=1,m=-1\rangle$ to $|F'=3,m'=0\rangle$ has zero strength without a magnetic field. At 20 mT its strength is 0.187, near 50 mT it peaks at 0.278, and at 1 T it is back to 0.005. On the same scale, all lines leaving one ground state add up to 1. A line that changes $F$ by two units thus becomes strong and then disappears again. Two small matrices suffice to see why.

## The model and its conventions

The ground level is S$_{1/2}$ and the upper level P$_{3/2}$; primes mark the upper level. In frequency units each level has the Hamiltonian

$$H=A\,\mathbf I\cdot\mathbf J+H_Q+b\,(g_JJ_z+g_II_z),\qquad b=\mu_BB/h .$$

The quadrupole term exists in the upper level only. With $K=\mathbf I\cdot\mathbf J$ and $I=J=3/2$ it reads

$$H_Q=\frac{B_Q}{18}\left[3K^2+\tfrac32K-\tfrac{225}{16}\right],$$

where $18=2I(2I-1)J(2J-1)$ and $225/16=I(I+1)J(J+1)$.

The parameters are round: $A_g=3000$ MHz, $A_e=80$ MHz, $B_Q=10$ MHz, $g_I=-0.001$. The electronic factors are $g_g=2.00232$ and $g_e=1.33411$, and $\mu_B/h=13.996$ MHz/mT. I write $\bar g_g=g_g-g_I$ and $\bar g_e=g_e-g_I$.

The fine-structure splitting is taken as large compared with all energies in $H$, so $J$ stays a good quantum number. Diamagnetic shifts are left out. Line positions are $E'-E$, measured from the line centroid.

Light acts on the electron's orbital motion. Its component $q=m'-m$ (+1 for $\sigma^+$, 0 for $\pi$, −1 for $\sigma^-$) turns the s orbital into the p orbital $|L=1,q\rangle$, with the same amplitude for each $q$. Neither spin is touched. Lowering the stretched state $|1;\tfrac12\rangle$, written as $|m_L;m_S\rangle$, gives

$$|\tfrac32,\tfrac32\rangle=|1;\tfrac12\rangle,\qquad |\tfrac32,\tfrac12\rangle=\sqrt{\tfrac13}\,|1;-\tfrac12\rangle+\sqrt{\tfrac23}\,|0;\tfrac12\rangle .$$

The overlaps with $|q;m_J\rangle$ are the dipole amplitudes. From $m_J=\tfrac12$ their squares are 1, 2/3 and 1/3 for $q=1,0,-1$, with sum 2. A common factor $\sqrt{1/2}$ makes the total strength from each ground state 1. For $\sigma^+$ light this leaves

$$d_{+1}:\quad \tfrac12\to\tfrac32:\ \sqrt{\tfrac12},\qquad -\tfrac12\to\tfrac12:\ \sqrt{\tfrac16}.$$

The strength of a component is $S=|\langle e|d_q|g\rangle|^2$.

## Two blocks by hand

$H$ conserves $m=m_J+m_I$. The ground block $m=-1$ contains two product states $|m_J,m_I\rangle$, namely $|\tfrac12,-\tfrac32\rangle$ and $|-\tfrac12,-\tfrac12\rangle$. Since $K=J_zI_z+\tfrac12(J_+I_-+J_-I_+)$, its matrix is

$$K_g=\begin{pmatrix}-\tfrac34&\tfrac{\sqrt3}{2}\\ \tfrac{\sqrt3}{2}&\tfrac14\end{pmatrix}.$$

The upper block $m'=0$ has $m_J'=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ with $m_I'=-m_J'$, and

$$K_e=\begin{pmatrix}-\tfrac94&\tfrac32&0&0\\ \tfrac32&-\tfrac14&2&0\\0&2&-\tfrac14&\tfrac32\\0&0&\tfrac32&-\tfrac94\end{pmatrix}.$$

**Zero field.** The vector $(\tfrac{\sqrt3}{2},-\tfrac12)$ satisfies $K_gv=-\tfrac54v$. Its energy is $-\tfrac54\cdot3000=-3750$ MHz, and it is the $F=1$ state. In the upper level $(1,3,3,1)/\sqrt{20}$ has $K=\tfrac94$. The bracket in $H_Q$ is then $(243+54-225)/16=4.5$, and the energy is $180+2.5=182.5$ MHz. This is $F'=3$.

Two paths lead from one state to the other, because $d_{+1}$ leaves $m_I$ alone:

$$\sqrt{\tfrac12}\cdot\tfrac{1}{\sqrt{20}}\cdot\tfrac{\sqrt3}{2}=0.1369,\qquad \sqrt{\tfrac16}\cdot\tfrac{3}{\sqrt{20}}\cdot\left(-\tfrac12\right)=-0.1369 .$$

Each path is open, and their sum is zero. The selection rule is a destructive interference, so anything that changes the weights of the paths can lift it.

**20 mT.** Now $b=279.9$ MHz. The ground diagonal becomes $-2250+280.25+0.42=-1969.33$ and $750-280.25+0.14=469.89$ MHz, with coupling $3000\cdot\sqrt3/2=2598.1$ MHz. The mean of the diagonal is −749.7 and half its difference 1219.6, so the lower root is

$$E=-749.7-\sqrt{1219.6^2+2598.1^2}=-3619.8\ \text{MHz}.$$

The first row of the eigenvalue equation gives the ratio of the components, $(-3619.8+1969.3)/2598.1=-0.635$. Normalized, the vector is $(0.844,-0.536)$, little changed from $(0.866,-0.5)$.

In the upper block the quadrupole elements follow from squaring $K_e$. For example, $(K_e^2)_{12}=\tfrac32(-\tfrac94-\tfrac14)=-\tfrac{15}{4}$. This gives $\tfrac{10}{18}(-\tfrac{45}{4}+\tfrac94)=-5$ MHz, and the coupling is $120-5=115$ MHz. The other elements are found in the same way:

$$H_e=\begin{pmatrix}383.1&115&5&0\\115&169.4&160&5\\5&160&-204.4&115\\0&5&115&-738.1\end{pmatrix}\text{MHz}.$$

Its highest eigenvalue is 441.5 MHz, with vector $(0.887,0.445,0.120,0.014)$. The first row confirms it: $(441.5-383.1)\cdot0.887$ and $115\cdot0.445+5\cdot0.120$ both give 51.8.

With one more digit kept in the vector components, the path amplitudes are now

$$0.7071\cdot0.8872\cdot0.8441=0.5295,\qquad 0.4082\cdot0.4455\cdot(-0.5362)=-0.0975 .$$

Their sum is 0.432, so $S=0.187$. The line lies at $441.5+3619.8=4061.3$ MHz. The ground state has hardly moved. The upper state has been pulled towards $m_J'=\tfrac32$, and this has upset the balance.

## The general procedure

For any field, the steps are these.

1. Build $H$ for each level in the basis $|m_J,m_I\rangle$ and split it into blocks of fixed $m$. For $I=3/2$ the blocks have at most 2 states below and 4 above.
2. Diagonalize each block and order its energies. With the present parameters the zero-field energies rise with $F$, so the lowest state of a block gets the smallest $F$ allowed there, and so on upwards.
3. For each ground state and each $q$, apply $d_q$ to $m_J$, keep $m_I$, and take the overlap with every upper state of $m'=m+q$.
4. Record $E'-E$ and the squared overlap.

At $B>0$ the label $F$ names the zero-field state from which a level has grown. This requires that levels of equal $m$ do not cross. In the ground level the nonzero coupling of each $2\times2$ block prevents it.

For the upper level, Weyl's inequality gives a proof from finitely many fields. If a matrix $V$ is added to a symmetric matrix, each ordered eigenvalue shifts by an amount between the lowest and highest eigenvalue of $V$. A gap therefore shrinks at most by the spread of $V$. Within a block the Zeeman term has a spread of at most $3\bar g_eb$, or 56 MHz per mT.

From 0 to 30 mT the smallest sampled gap is 70 MHz. No point lies farther than half a step from a sample, so any step below 2 mT excludes a crossing in between; the sampling used is finer. At higher field, take the hyperfine term as $V$. The Zeeman levels of a block are $\bar g_eb$ apart, and the hyperfine spread is 470 MHz. Above 25.15 mT the spacing is larger than this spread, and no crossing can occur.

The signs of the $d_q$ elements must fit those of $J_\pm$, or the zero-field cancellation is lost. As a test, all positions and strengths were recomputed at three fields in the basis $|F,m\rangle$, from angular-momentum coupling coefficients. The results agree.

## Weak field: growth as $B^2$

At $B=0$ the dipole is a rank-1 tensor also with respect to $\mathbf F$, so $|F'-F|\le1$. The pairs $1\to3'$ and $2\to0'$ are forbidden, which makes twelve components in all. The D1 line has $F'=1,2$ and therefore no such pair.

A weak field mixes states of equal $m$. Writing the Zeeman term as $b(\bar gJ_z+g_IF_z)$ shows that only $J_z$ mixes them, since $F_z$ is diagonal. $J_z$ is also of rank 1, so it connects $3'$ to $2'$ and $1$ to $2$. To first order,

$$a=b\left[\bar g_e\frac{\langle3'|J_z|2'\rangle\langle2'|d_q|1\rangle}{E_{3'}-E_{2'}}+\bar g_g\frac{\langle3'|d_q|2\rangle\langle2|J_z|1\rangle}{E_1-E_2}\right].$$

The two numerators are equal. The dipole raises $m_J$ by $q$, so $J_zd_q-d_qJ_z=q\,d_q$. Take this relation between $3'$ and $1$. The right side vanishes because the line is forbidden. On the left, insert complete sets of states: terms containing $\langle3'|d_q|1\rangle$ vanish too, and what remains is the difference of the two numerators. Calling their common value $\kappa$,

$$a=\kappa b\left[\frac{\bar g_e}{E_{3'}-E_{2'}}-\frac{\bar g_g}{E_2-E_1}\right].$$

The same argument holds for $2\to0'$, with $1'$ as the upper partner:

$$a=\kappa b\left[-\frac{\bar g_e}{E_{1'}-E_{0'}}+\frac{\bar g_g}{E_2-E_1}\right].$$

Mixing in the two levels thus works in opposite directions. The upper level wins here because its intervals are far smaller.

For $|1,-1\rangle\to|3',0\rangle$ the partner $2'$ is $(1,1,-1,-1)/2$, and

$$\langle3'|J_z|2'\rangle=\frac{\tfrac32+\tfrac32+\tfrac32+\tfrac32}{2\sqrt{20}}=\frac{3}{\sqrt{20}},\qquad
\langle2'|d_{+1}|1\rangle=\frac12\left[\sqrt{\tfrac12}\,\tfrac{\sqrt3}{2}-\sqrt{\tfrac16}\,\tfrac12\right]=\frac{1}{2\sqrt6}.$$

Hence $\kappa=3/(2\sqrt{120})=0.1369$. With the intervals 250 and 6000 MHz, the upper level contributes 0.010235 per mT and the ground level −0.000640 per mT. The sum is 0.009595 per mT, so $S=9.2\times10^{-5}$ at 1 mT.

Diagonalization gives $1.1\times10^{-4}$ there. At 5 mT it gives 0.0055, more than twice the value 0.0023 of the quadratic law. The Zeeman spacing $\bar g_eb$ is then 93 MHz, no longer small against the distances of 250 and 400 MHz from $3'$ to $2'$ and $1'$. The excess comes mainly from the second-order admixture of $1'$, reached through $2'$, whose allowed line is five times stronger (0.208 against 0.042). Of the amplitude 0.074 at 5 mT, the $2'$ part of the upper state supplies 0.049 and the $1'$ part 0.024.

## Intermediate field: one level decoupled

Because $A_e\ll A_g$, there is a range in which the upper level is nearly decoupled while the ground level is still strongly mixed. The upper state is then close to $|m_J'=\tfrac32,m_I'=-\tfrac32\rangle$. Only the first path survives, and

$$S\simeq\tfrac12P_+,$$

where $P_+$ is the probability of $m_J=\tfrac12$ in the ground state.

To find $P_+$, take the ground block of any $m=-1,0,1$. Half the difference of its diagonal elements is $\delta=\tfrac12(A_gm+\bar g_gb)$, and its coupling is $w=\tfrac12A_g\sqrt{4-m^2}$. With $x=\bar g_gb/(2A_g)$,

$$\delta=A_g\left(x+\tfrac m2\right),\qquad \sqrt{\delta^2+w^2}=A_g\sqrt{1+mx+x^2},$$

and the lower eigenvector of a $2\times2$ matrix gives

$$P_+=\frac12\left[1-\frac{x+m/2}{\sqrt{1+mx+x^2}}\right].$$

For $m=-1$ this starts at 3/4, so $\tfrac12P_+$ starts at 0.375. The following strengths belong to $\sigma^+$ light from $|1,-1\rangle$.

| $B$ (mT) | to $1'$ | to $2'$ | to $3'$ | $P_+/2$ |
|---|---|---|---|---|
| 0 | 0.208 | 0.042 | 0 | 0.375 |
| 10 | 0.061 | 0.308 | 0.041 | 0.366 |
| 20 | 0.014 | 0.204 | 0.187 | 0.356 |
| 50 | 0.002 | 0.103 | 0.278 | 0.323 |
| 100 | 0.001 | 0.100 | 0.239 | 0.259 |
| 200 | 0.000 | 0.129 | 0.130 | 0.138 |
| 1000 | 0.000 | 0.165 | 0.005 | 0.005 |

At 100 mT the estimate $\tfrac12P_+$ is 8 % above the full result. A test with smaller upper hyperfine constants shows this error shrinking in proportion to them. The value 0.375 is not reached, because $P_+$ is already falling while the upper level is still decoupling. The maximum near 50 mT is the compromise between the two.

## Where the strength comes from

The two parts of the ground state, $m_J=\pm\tfrac12$, are sent by $d_{+1}$ to orthogonal states. Summed over all upper states, the $\sigma^+$ strength is therefore

$$\sum_{F'}S=\tfrac12P_++\tfrac16(1-P_+)=\tfrac16+\tfrac13P_+ .$$

At zero field this is $\tfrac16+\tfrac14=0.417$, shared by $0'$ (0.167), $1'$ and $2'$. At 50 mT it is 0.382, a small change, and $3'$ alone holds 73 % of it. Compared with zero field, the lines to $0'$ and $1'$ have lost nearly all their strength, while $2'$ has risen from 0.042 to 0.103 and $3'$ from 0 to 0.278. The exchange is not monotonic: $2'$ reaches 0.308 at 10 mT, falls to about 0.10 between 50 and 100 mT after $3'$ has taken over, and grows again in stronger fields.

## Strong field: decay as $1/B^2$

When both levels are decoupled, the lower state of ground block $m$ becomes $|-\tfrac12,m_I\rangle$ with $m_I=m+\tfrac12$. For $\sigma^+$ light, $3'$ becomes $|\tfrac32,m_I-1\rangle$. The nuclear projections differ, so the line vanishes. What is left comes from first-order hyperfine mixing.

Let $R^2=I(I+1)-m_I(m_I-1)$. The ground state acquires $|\tfrac12,m_I-1\rangle$ with coefficient

$$c_g=\frac{A_gR/2}{-\bar g_gb}.$$

The upper state acquires $|\tfrac12,m_I\rangle$. The element of $K$ for this is $k=\sqrt3R/2$. That of $K^2$ is $k$ times the sum of the two diagonal elements, $k\,[\tfrac12m_I+\tfrac32(m_I-1)]=k(2m_I-\tfrac32)$. The quadrupole part is then $\tfrac{B_Q}{18}k\,[3(2m_I-\tfrac32)+\tfrac32]=B_Qk(2m_I-1)/6$, and

$$c_e=\frac{\sqrt3R}{2\bar g_eb}\left[A_e+\frac{B_Q(2m_I-1)}{6}\right].$$

The amplitude is $a=\sqrt{1/2}\,c_g+\sqrt{1/6}\,c_e$, or

$$a=\frac{R}{2\sqrt2\,b}\left[\frac{A_e+B_Q(2m_I-1)/6}{\bar g_e}-\frac{A_g}{\bar g_g}\right].$$

The two levels again oppose each other, but now the larger hyperfine constant wins. For $m=-1$ we have $m_I=-\tfrac12$ and $R=\sqrt3$, and the bracket is $57.4-1497.5$ MHz. This gives $S=(b_0/B)^2$ with $b_0=63.0$ mT.

At 1 T the law yields 0.0040 against 0.0049 from diagonalization. The limit is approached slowly, since $A_g/(\bar g_gb)$ is still about 0.1. The expression for $c_e$ also requires $J$ to be a good quantum number, so it fails when the Zeeman energy approaches the fine-structure splitting. The larger term, from $c_g$, does not depend on this: it leads to the stretched state $|1;\tfrac12\rangle$, which a strong field leaves unchanged.

The line position passes through the same regimes. Near zero field the upper state has no linear shift, while the ground state rises by about $\tfrac14\bar g_gb$, so the line first moves down, from 3932.5 to 3913.8 MHz at 5 mT. In strong field its slope tends to $\tfrac32g_e+\tfrac12g_g-g_I$ times $\mu_B/h$, or 42.0 MHz/mT. Between 0.5 and 1 T the mean slope is 41.4 MHz/mT.

## The other forbidden components

The numerical output lists the maxima of all twelve components. Six reach between 0.06 and 0.28, at fields from 39 to 62 mT. The other six stay below 0.023 and peak below 13 mT.

The decoupled upper state explains the division. In its block, $3'$ tends to the largest possible $m_J'$ and $0'$ to $m_J'=-\tfrac32$. A component can stay strong after the upper level has decoupled only if the ground state contains $m_J=m_J'-q$.

- From $|1,-1\rangle$ the states $3'$ with $m'=0,-1,-2$ tend to $m_J'=\tfrac32,\tfrac12,-\tfrac12$. All three can be reached from $m_J=\tfrac12$, with $q=1,0,-1$, and the maxima are 0.278, 0.164 and 0.074.
- From $|1,0\rangle$ and $|1,1\rangle$ the state $3'$ tends to $m_J'=\tfrac32$ or, for $m'=-1$, to $\tfrac12$. Only $\sigma^+$ light passes the condition, with maxima 0.147 and 0.061.
- For $2\to0'$ only $\sigma^-$ light from $|2,1\rangle$ passes, through $m_J=-\tfrac12$. Its maximum is 0.067.

In these six cases the required $m_J$ is the part of the ground state that disappears in strong field, so these lines die when the ground level decouples. In the other six no ground state has the required $m_J$, and they die already when the upper level decouples.

These strengths are squared matrix elements. A measured absorption also depends on the ground-state populations, which optical pumping can change, and on whether the line width allows neighbouring components to be resolved.

## Numbers as computed

```
A_g, A_e, B_Q = 3000, 80, 10 MHz; g_I = -0.001
muB/h = 13.99624 MHz/mT; g_g = 2.00232; g_e = 1.33411
ground E(F=1,2) at B=0, MHz: -3750.0 2250.0
upper E(F'=0..3) at B=0, MHz: -287.5 -217.5 -67.5 182.5
smallest upper gap, equal mF, 0-30 mT: 70.00 MHz
upper hyperfine spread 470.0 MHz; bound holds above 25.15 mT
ground block m=-1 at 20 mT, MHz (mJ=1/2,-1/2):
    -1969.331   2598.076
     2598.076    469.890
upper block m'=0 at 20 mT, MHz (mJ=3/2..-3/2):
     383.094   115.000     5.000     0.000
     115.000   169.365   160.000     5.000
       5.000   160.000  -204.365   115.000
       0.000     5.000   115.000  -738.094
B=0 mT: energies -3750.000, 182.500 MHz
   ground vector 0.86603 -0.50000
   upper vector  0.22361 0.67082 0.67082 0.22361
   path amplitudes 0.13693, -0.13693; sum 0.00000
B=20 mT: energies -3619.816, 441.513 MHz
   ground vector 0.84408 -0.53622
   upper vector  0.88717 0.44547 0.11963 0.01355
   path amplitudes 0.52951, -0.09752; sum 0.43199
sigma+ from |1,-1>: B/mT, position of 3'/MHz, S to 0',1',2',3', P+/2
    0    3932.50 0.16667 0.20833 0.04167 0.00000 0.37500
    1    3926.13 0.07516 0.27482 0.06599 0.00011 0.37412
    5    3913.84 0.00466 0.18285 0.22070 0.00549 0.37054
   10    3929.70 0.00065 0.06059 0.30824 0.04114 0.36593
   20    4061.33 0.00007 0.01374 0.20374 0.18662 0.35623
   50    4708.64 0.00000 0.00204 0.10273 0.27755 0.32349
  100    5981.77 0.00000 0.00061 0.09975 0.23925 0.25943
  200    9086.26 0.00000 0.00022 0.12880 0.12955 0.13786
  500   20673.37 0.00000 0.00005 0.16018 0.02236 0.02388
 1000   41375.15 0.00000 0.00001 0.16527 0.00486 0.00522
weak-field amplitude/B, 1/mT: upper 0.010235, ground -0.000640
   sum 0.009595 1/mT; S at 1 mT by this law 9.207e-05
strong field: S = (b0/B)^2 with b0 = 63.008 mT
peaks of forbidden components: F m -> F' m', q, B/mT, S
  1 -1 -> 3 -2  q=-1     61.58  0.07440
  1 -1 -> 3 -1  q=+0     57.59  0.16414
  1 -1 -> 3 +0  q=+1     49.90  0.27755
  2 -1 -> 0 +0  q=+1      2.62  0.00242
  1 +0 -> 3 -1  q=-1     11.86  0.00653
  1 +0 -> 3 +0  q=+0     12.63  0.02210
  1 +0 -> 3 +1  q=+1     49.99  0.14661
  2 +0 -> 0 +0  q=+0      5.56  0.00983
  1 +1 -> 3 +0  q=-1      7.94  0.00102
  1 +1 -> 3 +1  q=+0     11.73  0.00637
  1 +1 -> 3 +2  q=+1     49.40  0.06077
  2 +1 -> 0 +0  q=-1     38.73  0.06717
```
